# From the Dirac equation to the radial equations for P and Q

The Dirac equation for an electron in an atom is a set of four coupled partial differential equations in three variables. Solved as it stands, it needs a three-dimensional grid or basis for every state, even when the potential has full spherical symmetry. Its energy also contains the rest energy, about 511 keV, so a level bound by a few electronvolts appears as a small difference between two large numbers. Both difficulties go away once the angles are separated and the rest energy is subtracted. What remains is a pair of first-order equations in the radius, in which the rest energy survives as a term $2c^2$ in one equation and is absent from the other.

In atomic units, $\hbar=m=e=1$ and $c=137.036$, the stationary equation is

$$
\left[c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r)\right]\psi=W\psi ,\qquad \mathbf p=-i\nabla .
$$

Here $V(r)$ is a real potential energy that depends on the distance $r$ alone, and there is no vector potential. The matrices are

$$
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

where each entry is a two-by-two block and $\boldsymbol\sigma$ are the Pauli matrices. Write $\psi=(\phi,\chi)$ with two-component functions $\phi$ and $\chi$, and measure the energy from the rest energy, $W=E+c^2$. The upper block contains $c^2-W=-E$, the lower block $-c^2-W=-E-2c^2$:

$$
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+(V-E)\phi=0,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-E-2c^2)\chi=0. \tag{1}
$$

The rest energy enters the two blocks with opposite signs through $\beta$. Subtracting it from $W$ therefore cancels it in the first and doubles it in the second. The functions $\phi$ and $\chi$ are unaffected, because only the zero of energy has moved.

The operator $\boldsymbol\sigma\cdot\mathbf p$ must now be written in terms of $r$ and the angles. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$ gives

$$
(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b),
$$

which also holds for operators if $\mathbf a$ stays to the left of $\mathbf b$. Let $\hat{\mathbf r}=\mathbf r/r$ and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. With $\mathbf a=\mathbf b=\hat{\mathbf r}$ the rule gives $\sigma_r^2=1$, so a factor $\sigma_r^2$ may be put in front of $\boldsymbol\sigma\cdot\mathbf p$. One of the two factors is then combined with it:

$$
\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\right]
=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \tag{2}
$$

The last form uses $\hat{\mathbf r}\cdot\mathbf p=-i\,\partial/\partial r$ and $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$, where $\mathbf L=\mathbf r\times\mathbf p$.

Equation (2) calls for angular functions on which $\boldsymbol\sigma\cdot\mathbf L$ is a number. These are the spherical spinors $\Omega_{\kappa m}$, obtained by coupling $Y_{l\mu}$ to spin one half to give total angular momentum $j$ with projection $m$. The nonzero integer $\kappa$ labels $l$ and $j$ together:

$$
\kappa=-(l+1)\ \text{ for } j=l+\tfrac12,\qquad \kappa=l\ \text{ for } j=l-\tfrac12 .
$$

Since $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, squaring gives $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$. Its value is

$$
(l+\tfrac12)(l+\tfrac32)-l(l+1)-\tfrac34=l\quad\text{for } j=l+\tfrac12,
$$

$$
(l-\tfrac12)(l+\tfrac12)-l(l+1)-\tfrac34=-(l+1)\quad\text{for } j=l-\tfrac12 .
$$

In terms of $\kappa$ both results read

$$
\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}. \tag{3}
$$

The other factor in (2) is $\sigma_r$. It is a scalar under joint rotations of space and spin, so it commutes with $\mathbf J$ and preserves $j$ and $m$. Inversion reverses $\hat{\mathbf r}$ but not the spin, so $\sigma_r$ changes the parity $(-1)^l$. For a given $j$ there are two values of $l$, namely $j\pm\frac12$. They have opposite parity and belong to opposite signs of $\kappa$. Hence $\sigma_r\Omega_{\kappa m}=a\,\Omega_{-\kappa m}$. The number $a$ does not depend on $m$, because $\sigma_r$ commutes with the ladder operators $J_\pm$, which act on both spinors with the same coefficients.

To find $a$, take $m=\frac12$ and write $\Omega_{\kappa,1/2}=(uY_{l0},\,vY_{l1})$ with $u^2+v^2=1$. The upper component of (3), with $L_-Y_{l1}=\sqrt{l(l+1)}\,Y_{l0}$ and $L_zY_{l0}=0$, is

$$
v\sqrt{l(l+1)}=-(\kappa+1)u .
$$

For $\kappa=-(l+1)$ this gives $u^2=(l+1)/(2l+1)$, and for $\kappa=l$ it gives $u^2=l/(2l+1)$. For $l=0$ the relation reads $0=0$, but $Y_{01}$ does not exist, so $v=0$ and $u^2=1$, in agreement with the first formula. In both cases $u^2=|\kappa|/(2l+1)$. The overall sign of each spinor is a convention. The usual Clebsch-Gordan coefficients, with the orbital part coupled before the spin, have $u>0$ for $\kappa<0$ and $u<0$ for $\kappa>0$. On the positive $z$ axis $Y_{l1}=0$ and $Y_{l0}=\sqrt{(2l+1)/4\pi}$, so there

$$
\Omega_{\kappa,1/2}=\mp\sqrt{\frac{|\kappa|}{4\pi}}\begin{pmatrix}1\\0\end{pmatrix},
$$

with the upper sign for $\kappa>0$. On this axis $\sigma_r=\sigma_z$, which leaves $(1,0)$ unchanged. The spinors for $\kappa$ and $-\kappa$ have equal size and opposite sign, so $a=-1$:

$$
\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}. \tag{4}
$$

For any radial function $f(r)$, equations (2), (3) and (4) give in turn

$$
\boldsymbol\sigma\cdot\mathbf p\,f\,\Omega_{\kappa m}
=-i\sigma_r\left(f'+\frac{\kappa+1}{r}f\right)\Omega_{\kappa m}
=i\left(f'+\frac{\kappa+1}{r}f\right)\Omega_{-\kappa m}. \tag{5}
$$

The operator turns $\Omega_{\kappa m}$ into $\Omega_{-\kappa m}$ and back again, while $V(r)$ leaves the angular part alone. A state whose upper part contains $\Omega_{\kappa m}$ and whose lower part contains $\Omega_{-\kappa m}$ is therefore closed under the Hamiltonian. This is the reason for the ansatz

$$
\psi=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}\\ iQ(r)\,\Omega_{-\kappa m}\end{pmatrix}. \tag{6}
$$

The factor $1/r$ simplifies the derivatives. For $f=P/r$ we have $f'=P'/r-P/r^2$, and the last term cancels the 1 in $\kappa+1$:

$$
\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\,\Omega_{\kappa m}=\frac ir\left(P'+\frac\kappa rP\right)\Omega_{-\kappa m}.
$$

For the lower part, replace $\kappa$ by $-\kappa$ and $P$ by $iQ$. The two factors of $i$ multiply to $-1$:

$$
\boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}r\,\Omega_{-\kappa m}=-\frac1r\left(Q'-\frac\kappa rQ\right)\Omega_{\kappa m}.
$$

Inserting these expressions in (1) gives

$$
\frac1r\left[-c\left(Q'-\frac\kappa rQ\right)+(V-E)P\right]\Omega_{\kappa m}=0,
$$

$$
\frac ir\left[c\left(P'+\frac\kappa rP\right)+(V-E-2c^2)Q\right]\Omega_{-\kappa m}=0.
$$

Each line is a function of $r$ times one angular spinor. In a direction where the spinor does not vanish, the bracket must be zero, and since the bracket does not depend on direction it is zero everywhere. Hence

$$
\boxed{\;P'+\frac\kappa rP=\frac{E-V+2c^2}{c}\,Q,\qquad
Q'-\frac\kappa rQ=-\frac{E-V}{c}\,P\;} \tag{7}
$$

Conversely, if (7) holds then both brackets vanish and (6) solves the Dirac equation for $r>0$. The projection $m$ has dropped out, so the $2j+1$ states with the same $\kappa$ and different $m$ share one energy. All coefficients are real, which is what the factor $i$ in (6) achieves, and $P$ and $Q$ can be chosen real. With $-i$ in place of $i$, or with a different sign convention for one of the spinors, $Q$ would change sign in both equations.

The spherical spinors are normalized over the angles, and the factor $r^2$ in the volume element cancels the $1/r^2$ in the density. A bound state is therefore normalized by

$$
\int|\psi|^2\,d^3r=\int_0^\infty(P^2+Q^2)\,dr=1 .
$$

The separation rests on the assumptions about the field. If $V$ depends on the angles, $V\Omega_{\kappa m}$ is in general no longer a multiple of $\Omega_{\kappa m}$, and different $\kappa$ are coupled. If a spherical potential multiplies $\beta$, as a position-dependent mass would, the angles still separate, but the potential enters the two blocks with opposite signs and (7) must be changed accordingly.

The meaning of $2c^2$ can be read off far from the atom. Let $V$ go to zero and drop the terms in $\kappa/r$. Then $P'=(E+2c^2)Q/c$ and $Q'=-EP/c$, and differentiating the first equation gives

$$
P''=-\frac{E(E+2c^2)}{c^2}\,P .
$$

For $-2c^2<E<0$ the right side is a positive multiple of $P$, so the solutions grow or decay exponentially and a bound state is possible. For $E>0$ and for $E<-2c^2$ the solutions oscillate. The shift $2c^2$ is thus the width of the gap between the positive-energy and negative-energy continua, or 1021998 eV. Had the rest energy been kept, the coefficients in (7) would contain $W-V+c^2$ and $W-V-c^2$. The second of these is the small difference of large numbers that the subtraction avoids.

To see how the Schrödinger equation emerges, set $B=E-V+2c^2$ and solve the first equation of (7) for $Q$ where $B\neq0$:

$$
Q=\frac cB\left(P'+\frac\kappa rP\right). \tag{8}
$$

Since $B'=-V'$, the derivative of $Q$ is

$$
Q'=\frac cB\left(P''+\frac\kappa rP'-\frac\kappa{r^2}P\right)+\frac{cV'}{B^2}\left(P'+\frac\kappa rP\right).
$$

In $Q'-\kappa Q/r$ the terms $\pm\kappa P'/r$ cancel, and the terms in $P/r^2$ add up to $-\kappa(\kappa+1)$. Multiplying the second equation of (7) by $-c$ then gives

$$
-\frac{c^2}{B}\left[P''-\frac{\kappa(\kappa+1)}{r^2}P\right]-\frac{c^2V'}{B^2}\left(P'+\frac\kappa rP\right)+VP=EP. \tag{9}
$$

Up to this point nothing has been neglected. Where $|E-V|\ll2c^2$, the factor $c^2/B$ is close to $\frac12$ and $c^2V'/B^2$ is close to $V'/4c^2$. The latter is small too, provided that $V$ has no very steep steps. The leading terms are

$$
-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P+VP=EP .
$$

Both $\kappa=-(l+1)$ and $\kappa=l$ give $\kappa(\kappa+1)=l(l+1)$, so this is the radial Schrödinger equation and the two values of $j$ share a level. At the next order the sign of $\kappa$ matters through the term $-\kappa V'P/(4c^2r)$. In an attractive well with $V'>0$ this term lowers the state with positive $\kappa$ relative to its partner. It can be split as $-(\kappa+1)V'P/(4c^2r)+V'P/(4c^2r)$. By (3) the first part is $V'\,\boldsymbol\sigma\cdot\mathbf L/(4c^2r)$ acting on the state. This is the spin-orbit interaction, which vanishes for $\kappa=-1$ and is contained in (7) without having been added by hand. The second part is the same for both values of $\kappa$ and does not split them.

A Gaussian well, $V=-V_0e^{-(r/w)^2}$ with $V_0=600$ eV and $w=0.5$ Å, shows the sizes. Its lowest Schrödinger level with $l=1$ lies at $-193.697$ eV, found by expanding $P$ in polynomials on a Chebyshev grid. The Dirac levels were found by integrating (7) numerically from small and from large $r$ and adjusting $E$ until the two values of $Q/P$ agreed at $r=w$. They lie at $-193.715$ eV for $\kappa=-2$ and at $-193.747$ eV for $\kappa=+1$, the second being the lower, as the sign of the spin-orbit term requires. The shifts from the Schrödinger level are $-0.0179$ and $-0.0499$ eV. When $c$ is tripled in the equations, they fall to $-0.00199$ and $-0.00554$ eV, smaller by a factor of 9.00 in each case. This is the $1/c^2$ behaviour expected from (9).

Near a heavy nucleus the condition $|E-V|\ll2c^2$ fails. Take a one-electron tin ion with a fixed point nucleus, $V=-Z/r$ and $Z=50$, without radiative corrections. For $\kappa=-1$, try $P=r^ge^{-\lambda r}$ and $Q=tP$ with constant $t$. Then $P'/P=Q'/Q=g/r-\lambda$. Dividing the first equation of (7) by $P$ and the second by $Q$ gives

$$
\frac{g-1}r-\lambda=\frac tc\left(E+2c^2+\frac Zr\right),\qquad
\frac{g+1}r-\lambda=-\frac1{ct}\left(E+\frac Zr\right).
$$

These must hold at every $r$, so the terms in $1/r$ and the constant terms match separately:

$$
g-1=\frac{Zt}c,\qquad g+1=-\frac Z{ct},\qquad -\lambda=\frac tc(E+2c^2),\qquad \lambda=\frac E{ct}.
$$

The product of the first two is $g^2-1=-Z^2/c^2$. The root with negative $g$ is rejected, because for $Z=50$ it makes $P^2$ grow near the nucleus as $r^{-1.86}$, which cannot be normalized. Thus

$$
g=\sqrt{1-Z^2/c^2}=0.931059,\qquad t=-\frac{c(1-g)}Z=-0.188947 .
$$

The last two conditions read $E=ct\lambda$ and $E+2c^2=-c\lambda/t$. Their difference is $2c^2=-c\lambda(t+1/t)$. From the first two conditions, $t+1/t=c(g-1)/Z-c(g+1)/Z=-2c/Z$. Hence $\lambda=Z$ and

$$
E=ctZ=c^2(g-1)=-1294.6\ \text{hartree}=-35228.6\ \text{eV}.
$$

For $Z\ll c$ the square root gives $g-1\approx-Z^2/2c^2$ and $E\approx-Z^2/2$, so this is the state that becomes 1s. The nonrelativistic value is $-34014.2$ eV, which lies 1214.3 eV higher. These figures belong to the model, which leaves out the size of the nucleus and the radiative corrections, and they do not describe a real ion to this many digits. For $Z>c$ the exponent $g$ is no longer real, and this point-nucleus solution breaks down.

Numbers can be put into (7) in eV and Å if $c$ is replaced by $\hbar c=1973.27$ eV Å and $2c^2$ by $2mc^2=1021998$ eV. At $r=0.01$ Å the potential energy is $-71998.2$ eV, so $E-V$ is about 36770 eV and $E-V+2mc^2$ is about 1058768 eV. The decay constant is $\lambda=94.486$ Å$^{-1}$, which gives $P'/P=93.106-94.486=-1.380$ Å$^{-1}$. The two sides of the first equation, divided by $P$, are

$$
-1.380-100=-101.38\ \text{Å}^{-1},\qquad
\frac{1058768}{1973.27}\times(-0.188947)=-101.38\ \text{Å}^{-1}.
$$

Those of the second, divided by $Q$, are

$$
-1.380+100=98.62\ \text{Å}^{-1},\qquad
-\frac{36770}{1973.27}\times\frac1{(-0.188947)}=98.62\ \text{Å}^{-1}.
$$

If $E-V$ is neglected beside $2mc^2$ in (8), while the true $P$ is kept, the estimate of $Q$ equals the true $Q$ times the factor

$$
\frac{E-V+2mc^2}{2mc^2}=1+\frac{E-V}{2mc^2}.
$$

At 0.01 Å this is $1+36770/1021998=1.036$, an error of 3.6 percent relative to the true $Q$. At 0.001 Å, where $E-V$ is 684754 eV, the factor is 1.670: the estimated ratio $Q/P$ is $-0.316$ instead of $-0.189$. Replacing $E-V+2mc^2$ by $2mc^2$ in (8) is thus tolerable at the first radius and poor at the second. The Schrödinger equation requires in addition that the term with $V'$ in (9) be dropped.

The share of the lower component in the norm is here $t^2/(1+t^2)=0.0345$, or 3.4 percent. Its amplitude, however, is 19 percent of that of $P$ at every radius. In (7) the two functions stand on an equal footing: each is the source of the other, and their relative size follows from (8); for this state $t=-c\lambda/(E+2c^2)$, which is close to $-Z/2c$.

All numerical values are calculated from the stated model.
